What the Arrhenius slope of intrinsic carrier density in silicon measures

**Problem**

The intrinsic carrier density n_i of a semiconductor is measured at several temperatures near 300 K, and ln(n_i/T^(3/2)) is plotted against 1/T. The points lie on a straight line, and an energy is read from its slope. Over the measured range the gap falls linearly with temperature:

E_g(T) = E₀ − aT, with a > 0.

Take parabolic bands with temperature-independent masses, and a Fermi level many kT away from both band edges.

(a) Derive n_i(T) from the densities of states.

(b) Show that the slope of the plot yields E₀, the linear gap law extrapolated to T = 0, and not the gap at the temperature of measurement. Find where the coefficient a appears in the plot.

(c) Find what the local slope yields for any smooth gap E_g(T), and decide whether E₀ is the actual gap at absolute zero.

(d) Work the case of a silicon-like material with these rough typical values: a gap of 1.12 eV at 300 K, a = 0.25 meV/K, six conduction valleys with longitudinal mass 0.92 and transverse mass 0.19, and a hole density-of-states mass of 1.1, all in units of the free-electron mass.

(e) Estimate how gap curvature, drifting masses, degeneracy and residual donors change the energy obtained.

**Solution**

**(a) The intrinsic density**

Let ε be the electron energy above the conduction-band edge E_c. In one ellipsoidal valley, the states with energy below ε fill an ellipsoid in wavevector space. Its semi-axes are √(2m_l ε)/ħ once and √(2m_t ε)/ħ twice, so its volume is

(4π/3)(2ε/ħ²)^(3/2) √(m_l m_t²).

Each unit of crystal volume has 2/(2π)³ states per unit volume of wavevector space, the 2 counting spin. Six valleys therefore hold, per unit crystal volume,

N(ε) = 6 · [2/(2π)³] · (4π/3)(2ε/ħ²)^(3/2) √(m_l m_t²)
= [1/(3π²)] (2m_c ε/ħ²)^(3/2),

where the valley number and the anisotropy have been absorbed into one mass,

m_c^(3/2) = 6 √(m_l m_t²), or m_c = (6² m_l m_t²)^(1/3).

Anisotropy thus affects the size of the density but adds no temperature dependence of its own. Differentiating N(ε) gives the density of states

g(ε) = [1/(2π²)] (2m_c/ħ²)^(3/2) √ε.

When the Fermi level μ lies many kT below E_c, the Fermi–Dirac occupation reduces to the Boltzmann factor exp[−(E_c + ε − μ)/kT]. With the substitution ε = kT u, the electron density is

n = [1/(2π²)] (2m_c kT/ħ²)^(3/2) exp[−(E_c − μ)/kT] ∫₀^∞ √u e^(−u) du.

The integral equals √π/2. Collecting the constants and using h = 2πħ gives

n = N_c exp[−(E_c − μ)/kT], N_c = 2(2πm_c kT/h²)^(3/2).

The same calculation for holes, with energy measured downwards from the valence-band edge E_v, gives

p = N_v exp[−(μ − E_v)/kT], N_v = 2(2πm_v kT/h²)^(3/2).

In the product np the Fermi level cancels, and E_c − E_v = E_g remains:

np = N_c N_v exp[−E_g(T)/kT].

In an intrinsic crystal neutrality requires n = p = n_i, so np = n_i². Taking the square root gives

n_i = C T^(3/2) exp[−E_g(T)/(2kT)],

C = 2[2πk√(m_c m_v)/h²]^(3/2).

In C the constant k is in J/K and the other quantities are in SI units. In the exponent, with energies in eV, k is in eV/K. The gap in this formula is the actual gap at temperature T.

**(b) The slope with a linear gap**

Divide by T^(3/2) and take the logarithm, with both sides expressed in the same units:

ln(n_i/T^(3/2)) = ln C − E_g(T)/(2kT).

Now insert E_g = E₀ − aT:

ln(n_i/T^(3/2)) = ln C − (E₀ − aT)/(2kT)
= [ln C + a/(2k)] − [E₀/(2k)] (1/T).

The term proportional to T in the gap has lost its temperature dependence on division by T. It has become a constant, which belongs to the intercept of the plot. The slope is −E₀/(2k), so the energy obtained is

E_A ≡ −2k × slope = E₀ = E_g(T) + aT.

This exceeds the gap at the temperature of measurement by aT. The straightness of the plot is no evidence of a constant gap, because a linearly falling gap gives a straight line too.

The rate at which n_i grows on heating shows where the excess comes from:

d ln(n_i/T^(3/2))/dT = E_g/(2kT²) + a/(2kT).

The first term is the growth at fixed gap. The second arises because heating also lowers the gap. Multiplying the sum by 2kT² gives E_g + aT, which is E₀ again.

The coefficient a raises the intercept by a/(2k), which is equivalent to writing

n_i = C exp(a/2k) T^(3/2) exp[−E₀/(2kT)].

There are thus two consistent ways to write the density: the actual gap with prefactor C, or E₀ with the enlarged prefactor C exp(a/2k). Combining E₀ with C alone makes n_i too small by the factor exp(a/2k).

**(c) Any smooth gap, and the gap at absolute zero**

Let x = 1/T. Apart from the constant ln C, the plotted quantity is −xE_g/(2k). The product rule gives

E_A = d(xE_g)/dx = E_g + x dE_g/dx.

Since T = 1/x, dT/dx = −1/x² = −T², and so dE_g/dx = −T² dE_g/dT. Therefore

E_A(T) = E_g(T) − T dE_g/dT.

This has a geometrical meaning. The tangent to the gap curve at temperature T₁ is

L(T) = E_g(T₁) + (T − T₁) E_g′(T₁),

and its value at T = 0 is E_g(T₁) − T₁E_g′(T₁) = E_A(T₁). The local Arrhenius slope therefore gives the intercept of the tangent. For a constant gap the tangent is horizontal, and the slope does give the gap itself.

There is also a thermodynamic reading. At fixed pressure, E_g(T) is the free energy needed to create one electron–hole pair, apart from the terms that depend on the carrier densities. The corresponding entropy is −dE_g/dT, so E_g − T dE_g/dT is an enthalpy. The carrier density at one temperature is governed by the free energy, whereas its logarithmic temperature dependence, once the factor T^(3/2) is divided out, measures the enthalpy.

The gap of silicon does not stay linear down to absolute zero. Its curve flattens on cooling, so it bends downwards as T increases. A curve of this shape lies below each of its tangents. Comparing curve and tangent at T = 0 gives

E_g(0) < E_A(T).

E₀ is therefore not the actual gap at absolute zero either. It would be that gap if the linear law held all the way down.

The Varshni form shows the difference explicitly:

E_g(T) = E_g(0) − αT²/(T + β).

Its derivative is

dE_g/dT = −αT(T + 2β)/(T + β)².

Insert both into E_A and use the common denominator (T + β)²:

E_A = E_g(0) + αT²[(T + 2β) − (T + β)]/(T + β)²
= E_g(0) + αβT²/(T + β)².

For T much smaller than β the added term vanishes as T², and the slope energy approaches the true zero-temperature gap. In practice n_i is then far too small to measure. For T much larger than β, this form gives a linear gap and E_A tends to the constant E_g(0) + αβ. Near room temperature the slope energy lies between these limits.

**(d) Numbers for the silicon-like material**

The linear law must pass through 1.12 eV at 300 K, so

E₀ = 1.120 eV + (0.250 meV/K)(300 K) = 1.195 eV.

The electron density-of-states mass is m_c = (36 × 0.92 × 0.19²)^(1/3) = 1.061. At 300 K this gives N_c = 2.744×10¹⁹ cm⁻³, and the hole mass gives N_v = 2.895×10¹⁹ cm⁻³. With kT = 25.852 meV,

n_i = √(N_c N_v) exp[−1.120/(2 × 0.025852)] = 1.10×10¹⁰ cm⁻³.

To obtain the plot without assuming the formula of part (a), the two densities of states were integrated numerically with Fermi–Dirac occupation, and the Fermi level was found from n = p. In the last column n_i is in cm⁻³ and T in K.

T (K) | E_g (eV) | n_i (cm⁻³) | ln(n_i/T^(3/2))
270 | 1.1275 | 7.220×10⁸ | 11.99984
285 | 1.1238 | 3.025×10⁹ | 13.35144
300 | 1.1200 | 1.103×10¹⁰ | 14.56788
315 | 1.1162 | 3.566×10¹⁰ | 15.66846
330 | 1.1125 | 1.040×10¹¹ | 16.66900

The end points alone give the slope

(16.66900 − 11.99984)/(1/330 − 1/270) = −6934 K.

A least-squares line through all five points has the same slope to this accuracy. With k = 8.6173×10⁻⁵ eV/K,

E_A = 2 × 8.6173×10⁻⁵ × 6934 = 1.195 eV.

The gap was between 1.1125 and 1.1275 eV throughout. The energy from the slope lies outside this range, 75 meV above the gap at 300 K.

The intercept of the fitted line is 37.6802, while the masses give ln C = 36.2296. The difference, 1.4506, equals a/(2k). If the masses are known, the plot therefore returns the actual gap after all:

a = 2k × 1.451 = 0.250 meV/K,

E_g(300 K) = 1.195 − 0.075 = 1.120 eV.

This route needs the absolute size of n_i as well as its slope. With the slope held fixed, a 10% error in C changes the intercept difference by ln 1.1 = 0.095, and hence the deduced gap at 300 K by 2kT × 0.095, about 5 meV.

Two wrong uses of the energies can now be sized. Since exp(a/2k) = 4.27, putting 1.195 eV into the formula with the bare prefactor C gives 2.6×10⁹ cm⁻³ at 300 K instead of 1.10×10¹⁰ cm⁻³. The opposite error is to hold the gap at 1.12 eV while heating from 300 to 330 K. The density then grows by a factor of 8.27, whereas the falling gap gives 9.43. The frozen-gap factor is 12% too small relative to the latter.

The division by T^(3/2) also matters. Without it, the logarithm contains an extra (3/2) ln T. Since d ln T/d(1/T) = −T, this adds 3kT to the apparent energy. At 300 K the result is 1.195 + 0.078 = 1.273 eV, even farther from the gap.

**(e) What the simple model leaves out**

*Curvature of the gap.* Take the Varshni form with a rough β = 600 K and match it to the linear law in value and slope at 300 K. The slope condition gives

α = a(T + β)²/[T(T + 2β)] = 0.250 × 900²/(300 × 1500) = 0.450 meV/K.

The zero-temperature gap of this model is then

E_g(0) = 1.120 eV + (0.450 meV/K)(300 K)²/(900 K) = 1.165 eV.

Three different energies are now separated: 1.120 eV is the gap at 300 K, 1.165 eV is the gap at absolute zero, and 1.195 eV is the tangent intercept. The slope energy is 30 meV above even the largest value that the gap takes at any temperature in this model.

The intercept also depends on where the slope is taken. It is 1.182 eV at 200 K, 1.195 eV at 300 K and 1.208 eV at 400 K, while the gap itself falls from 1.1425 to 1.120 to 1.093 eV. The slope energy rises as the gap shrinks.

A least-squares slope is a weighted average, with positive weights, of the slopes of the chords joining pairs of points. Each chord slope is in turn an average of local slopes. The fitted energy must therefore lie between the smallest and largest tangent intercepts in the window, here 1.191 eV at 270 K and 1.199 eV at 330 K. The fit to the curved-gap densities at the same five temperatures gives 1.1947 eV, so curvature changes the result by only 0.3 meV in this window.

*Temperature-dependent masses.* Suppose both density-of-states masses vary as T^r and have the stated values at 300 K. The prefactor of n_i contains (m_c m_v)^(3/4), which contributes a factor T^(3r/2). The logarithm gains (3r/2) ln T, and the slope energy becomes

E_A = E₀ + 3rkT.

For a rough r = 0.1 the shift at 300 K is 7.8 meV. This is about a tenth of the 75 meV difference between E₀ and the gap, and more than the curvature of the gap contributes anywhere between 270 and 330 K. A slope energy should not be read as an extrapolated gap to within 1 meV unless the mass drift is known.

*Degeneracy.* The next term of the Fermi–Dirac occupation after the Boltzmann factor is minus the square of that factor. Its integral over the band lowers n by the relative amount n/(2^(3/2) N_c), which is 1.4×10⁻¹⁰ for intrinsic material at 300 K. Boltzmann statistics are entirely adequate here.

*Residual donors.* This effect decides what must be measured. Let the crystal contain N_D = 10¹² donors per cm³, all ionized. Neutrality becomes n = p + N_D, while np = n_i² still holds. At 300 K the donors far outnumber n_i, so n ≈ N_D and

p ≈ n_i²/N_D = (1.10×10¹⁰)²/10¹² = 1.2×10⁸ cm⁻³.

The electron density is almost independent of temperature. If it is mistaken for n_i and divided by T^(3/2), the logarithm varies as −(3/2) ln T, and the apparent energy is

E_A ≈ −3kT = −78 meV.

Solving the neutrality condition numerically gives −77 meV at 300 K, a number with practically no information about the gap. At 330 K thermally created pairs already add about 1% to n, and the local value is −58 meV, still nowhere near the gap. The quantity √(np) in the same crystal still gives 1.195 eV, because the Fermi level cancels from the product.

Full ionization is well justified. For a donor level a depth E_D below the conduction band, with spin degeneracy 2, the neutral fraction is small and approximately

2(n/N_c) exp(E_D/kT).

With a rough depth of 45 meV this is 4×10⁻⁷ at 300 K. Freeze-out, the capture of electrons by their donors on cooling, plays no part in this temperature window.

*Comparison with real silicon.* The gap of silicon is roughly 1.1 eV at room temperature and a few hundredths of an eV larger near absolute zero, and its intrinsic density at 300 K is roughly 10¹⁰ cm⁻³, so the model lies in the right regime. The assumption that a doped device breaks is n = p. Already at the 10¹² cm⁻³ used here a raw majority-carrier density fails completely, as the change from 1.195 eV to −0.08 eV shows. Where n_i does not far exceed the net doping, the intrinsic density is better obtained from the np product, for instance through the minority-carrier diffusion current of a junction at low injection. Dividing out its dependence on the voltage V across the junction (the applied voltage if resistive drops are negligible), the factor exp(eV/kT) − 1 with e the elementary charge, leaves the saturation current, which follows the equilibrium minority density, n_i² divided by the majority density. It is proportional to n_i² at fixed doping when the doping on each side of the junction far exceeds n_i, so that the majority density is set by the dopants alone. A side doped with the 10¹² cm⁻³ used here is already marginal at 330 K: the thermally created pairs in the majority density lower the slope energy read from the minority density to about 1.182 eV. The doping must also be light enough not to narrow the gap itself, and any recombination current from the depletion region must be negligible or separated out. The temperature dependence of the carrier transport must then be removed as well. If it leaves a factor T^s in the value used for n_i², half of s ln T enters ln n_i, and the slope energy shifts by skT, or about 26 meV at 300 K for s = 1.
